# One-loop muon anomaly from neutral scalar, pseudoscalar and vector bosons

## The question

A muon of mass $m$ and momentum $p$ absorbs a photon of momentum $q=p'-p$. It also couples to one neutral boson of mass $M$ through one of the interactions

$$
\mathcal L_S=-g\,\phi\,\bar\mu\mu,\qquad
\mathcal L_P=-ig\,\phi\,\bar\mu\gamma_5\mu,\qquad
\mathcal L_V=-g\,V_\alpha\bar\mu\gamma^\alpha\mu ,
$$

with $g$ real. The boson does not couple to the photon. Use $\hbar=c=1$, metric $(+,-,-,-)$ and $\sigma^{\mu\nu}=\frac i2[\gamma^\mu,\gamma^\nu]$. Between on-shell spinors the photon vertex is

$$
\Gamma^\mu=F_1(q^2)\gamma^\mu+F_2(q^2)\,S^\mu,\qquad S^\mu=\frac{i\sigma^{\mu\nu}q_\nu}{2m},
$$

and the anomaly is $a=(g_\mu-2)/2=F_2(0)$, where $g_\mu$ is the muon's gyromagnetic factor. Work to order $g^2$.

- **(a)** Reduce $a$ to an integral over Feynman parameters.
- **(b)** Evaluate the numerator for scalar and pseudoscalar exchange.
- **(c)** Do the same for vector exchange, including the longitudinal part of the propagator.
- **(d)** Find the limits for $M\ll m$ and the leading corrections.
- **(e)** Find the leading behaviour for $M\gg m$ and explain any logarithm.
- **(f)** Evaluate $a$ for $g=10^{-3}$ and $M=1$ MeV, 100 MeV and 10 GeV. For the heaviest boson, compare the muon with the electron.

## (a) Reduction to parameters

Let $O=1$ for S and $O=i\gamma_5$ for P. The two boson vertices give $(-ig)^2$, the two muon propagators $i^2$ and the boson propagator $i$. Their product is $ig^2$, so

$$
\delta\Gamma^\mu=ig^2\!\int\!\frac{d^4k}{(2\pi)^4}
\frac{O(\not p'-\not k+m)\gamma^\mu(\not p-\not k+m)O}{(k^2-2k\cdot p')(k^2-2k\cdot p)(k^2-M^2)} .
$$

The muon denominators were simplified with $p^2=p'^2=m^2$. For V, the propagator $-i(g_{\alpha\beta}-k_\alpha k_\beta/M^2)/(k^2-M^2)$ replaces $O\cdots O$ by $-\gamma_\alpha\cdots\gamma^\alpha+\not k\cdots\not k/M^2$. The last term is treated in (c).

Give the denominators the weights $x$, $y$ and $1-z$, with $z=x+y$. The Feynman formula supplies a factor 2, and the combined denominator is the cube of

$$
k^2-2k\cdot(xp'+yp)-(1-z)M^2=\ell^2-\Delta,\qquad \ell=k-xp'-yp .
$$

Since $2p\cdot p'=2m^2-q^2$, we have $\Delta=z^2m^2+(1-z)M^2-xyq^2$. The last term is dropped at $q^2=0$.

Apart from that last term, the integral diverges logarithmically. Regulate it by subtracting the same diagram with a very heavy boson; this permits the shift to $\ell$ and four-dimensional algebra. Part (e) shows that the subtraction adds nothing to $F_2$ as the regulator mass goes to infinity. Terms linear in $\ell$ vanish by symmetry. In the quadratic terms $\ell_\alpha\ell_\beta\to g_{\alpha\beta}\ell^2/4$, and the contracted matrices are proportional to $\gamma^\mu$, so they affect $F_1$ alone.

For the finite rest, set $\ell^0=i\ell_4$ and $s=\ell_4^2+\boldsymbol\ell^2$:

$$
\int\!\frac{d^4\ell}{(2\pi)^4}\frac1{(\ell^2-\Delta)^3}
=-\frac{i\pi^2}{16\pi^4}\int_0^\infty\!\frac{s\,ds}{(s+\Delta)^3}
=-\frac{i}{32\pi^2\Delta}.
$$

The factors combine as $ig^2\cdot2\cdot(-i)/(32\pi^2)=g^2/(16\pi^2)$. Let $n$ be the coefficient of $S^\mu$ in the numerator at $\ell=0$. Because $\Delta$ is symmetric in $x$ and $y$, both may be replaced by $z/2$ in terms linear in them. At fixed $z$ the remaining integration gives a factor $z$:

$$
a=\frac{g^2}{16\pi^2}\int_0^1dz\,\frac{z\,n(z)}{z^2m^2+(1-z)M^2}.
$$

## (b) Scalar and pseudoscalar numerators

At $\ell=0$ the internal muon momenta are

$$
A=(1-x)p'-yp,\qquad B=(1-y)p-xp'.
$$

Next to $\bar u(p')$, write $p=p'-q$ and use $\bar u(p')\not p'=m\bar u(p')$. Next to $u(p)$, write $p'=p+q$ and use $\not p\,u(p)=m\,u(p)$. Then

$$
\not A\to m(1-z)+y\not q,\qquad \not B\to m(1-z)-x\not q .
$$

The definition of $\sigma^{\mu\nu}$ gives $[\not q,\gamma^\mu]=2i\sigma^{\mu\nu}q_\nu=4mS^\mu$. Terms with two factors of $q$ do not affect $F_2(0)$: $\not q\gamma^\mu\not q=2q^\mu\not q-q^2\gamma^\mu$, and $\bar u(p')\not q\,u(p)=0$.

**Scalar.** The numerator is $[m(2-z)+y\not q]\gamma^\mu[m(2-z)-x\not q]$. Its linear part is

$$
m(2-z)(y\not q\gamma^\mu-x\gamma^\mu\not q)\to \tfrac12mz(2-z)[\not q,\gamma^\mu],
$$

so $n_S=2m^2z(2-z)$.

**Pseudoscalar.** Moving the left $\gamma_5$ through the three factors reverses the signs of $\not A$, $\gamma^\mu$ and $\not B$. With $(i)^2=-1$, the numerator becomes

$$
(m-\not A)\gamma^\mu(m-\not B)\to[mz-y\not q]\gamma^\mu[mz+x\not q].
$$

The linear part is $-\frac12mz^2[\not q,\gamma^\mu]$, so $n_P=-2m^2z^2$.

Define $r=M/m$, $D=z^2+(1-z)r^2$ and $a=\dfrac{g^2}{8\pi^2}I(r)$. Then

$$
I_S=\int_0^1\!dz\,\frac{z^2(2-z)}D,\qquad
I_P=-\int_0^1\!dz\,\frac{z^3}D .
$$

The integrands have fixed sign, so at this order scalar exchange raises the anomaly and pseudoscalar exchange lowers it for every $r$.

## (c) Vector exchange

**Longitudinal part.** Next to $\bar u(p')$, $\not k=(\not p'-m)-(\not p'-\not k-m)\to-(\not p'-\not k-m)$. This cancels the adjacent muon propagator, leaving $-1$. The same happens next to $u(p)$. The product is $\gamma^\mu$ times an integral independent of $q$, which contributes to $F_1$ but not to $F_2$. That integral diverges quadratically and the subtraction in (a) does not make it finite, but it has no $S^\mu$ part.

**Remaining part.** In four dimensions,

$$
\gamma_\alpha\gamma^\mu\gamma^\alpha=-2\gamma^\mu,\quad
\gamma_\alpha\not a\not b\gamma^\alpha=4a\cdot b,\quad
\gamma_\alpha\not a\not b\not c\gamma^\alpha=-2\not c\not b\not a .
$$

Therefore

$$
-\gamma_\alpha(\not A+m)\gamma^\mu(\not B+m)\gamma^\alpha
=2\not B\gamma^\mu\not A-4m(A+B)^\mu+2m^2\gamma^\mu .
$$

The last term has no $S^\mu$ part. In the second, symmetrisation gives $A+B\to(1-z)(p+p')$. The Gordon identity, $(p+p')^\mu\to2m\gamma^\mu-2mS^\mu$ between spinors, then yields $+8m^2(1-z)S^\mu$.

In the first term $B$ now stands next to $\bar u(p')$ and $A$ next to $u(p)$, so

$$
\not B\to m(1-z)-(1-y)\not q,\qquad \not A\to m(1-z)+(1-x)\not q .
$$

The part of $2\not B\gamma^\mu\not A$ linear in $q$ is

$$
2m(1-z)\left[(1-x)\gamma^\mu\not q-(1-y)\not q\gamma^\mu\right]
\to-8m^2(1-z)\left(1-\tfrac z2\right)S^\mu .
$$

The sum is $n_V=8m^2(1-z)\frac z2=4m^2z(1-z)$, and

$$
I_V=\int_0^1dz\,\frac{2z^2(1-z)}D .
$$

Since $z^2(2-z)-z^3=2z^2(1-z)$, the one-loop integrals obey $I_S+I_P=I_V$ at every $r$.

## (d) Light boson

At $r=0$, $D=z^2$. The integrals become $\int(2-z)dz$, $-\int z\,dz$ and $\int2(1-z)dz$:

$$
I_S\to\tfrac32,\qquad I_P\to-\tfrac12,\qquad I_V\to1 .
$$

For the corrections use $z^2/D=1-(1-z)r^2/D$. In S and V the subtracted integrand near $z=0$ is $2r^2/(z^2+r^2)$. With $z=ru$ its integral is $2r\int_0^\infty du/(1+u^2)=\pi r$. In P an extra factor $z$ removes the linear term and leaves $r^2\int z\,dz/(z^2+r^2)$. Hence

$$
\begin{aligned}
I_S&=\tfrac32-\pi r+O(r^2\ln r),\\
I_P&=-\tfrac12+r^2\ln\tfrac1r+O(r^2),\\
I_V&=1-\pi r+O(r^2\ln r).
\end{aligned}
$$

For a massless vector with $g=e$ and $e^2=4\pi\alpha$, this gives the Schwinger term $a=\alpha/(2\pi)=1.16141\times10^{-3}$.

## (e) Heavy boson

Let $\epsilon=1/r^2$, so that $D=r^2(1-z+\epsilon z^2)$, and define

$$
J_n=\int_0^1\!\frac{z^n\,dz}{1-z+\epsilon z^2}
=\int_0^1\!\frac{dz}{1-z+\epsilon z^2}-\int_0^1\!\frac{(1-z^n)\,dz}{1-z+\epsilon z^2}.
$$

In the first integral $\epsilon z^2$ matters at leading order only near $z=1$, where it equals $\epsilon$. The result is $\ln[(1+\epsilon)/\epsilon]\to\ln r^2$. The second integral is finite at $\epsilon=0$, where $(1-z^n)/(1-z)=1+z+\dots+z^{n-1}$ integrates to $H_n=1+\frac12+\dots+\frac1n$. Thus $J_n\to\ln r^2-H_n$, with $H_2=\frac32$ and $H_3=\frac{11}6$.

The three integrals are $I_S=(2J_2-J_3)/r^2$, $I_P=-J_3/r^2$ and $I_V=2(J_2-J_3)/r^2$, so

$$
I_S\simeq\frac{m^2}{M^2}\left(\ln\frac{M^2}{m^2}-\frac76\right),\quad
I_P\simeq-\frac{m^2}{M^2}\left(\ln\frac{M^2}{m^2}-\frac{11}6\right),\quad
I_V\simeq\frac{2m^2}{3M^2}.
$$

Corrections are of order $\ln(r^2)/r^4$. All three vanish as $M\to\infty$, as the regulator in (a) required.

To locate the logarithm, call the mass in the internal propagator numerators $m_i$. The factor $m(2-z)$ in the scalar numerator is then $m_i+m(1-z)$, and the factor $mz$ in the pseudoscalar numerator is $m_i-m(1-z)$. Restoring $m_i=m$ after the separation gives

$$
I_S=\tfrac12I_V+J,\qquad I_P=\tfrac12I_V-J,\qquad J=\int_0^1\frac{z^2}{D}dz=\frac{J_2}{r^2}.
$$

The logarithm is in $J$, the part with one internal mass term, which flips chirality on the internal muon line. It cancels in $I_S+I_P$. The chirality flip alone does not produce it. The logarithm comes from the end $z\to1$, where $D/r^2\simeq1-z+\epsilon$ and the numerator $z^2$ of $J$ stays finite, so the range $\epsilon\ll1-z\ll1$ gives $\ln(1/\epsilon)$. The vector diagram also has a term with one internal mass, $8m^2(1-z)S^\mu$, but its factor $1-z$ removes that end: it contributes $\int_0^1 4z(1-z)\,dz/D\to2/r^2$ to $I_V$, without a logarithm.

At fixed $g$ the effect scales as $m^2/M^2$, times a logarithm for S and P. If $g$ is itself proportional to $m$, the factor $g^2$ supplies two more powers of $m$. These formulas do not cover couplings that change lepton flavour, since the internal mass then differs from $m$. For one boson with both couplings, vertex $g_S+ig_P\gamma_5$ with $g_S$ and $g_P$ real, the anomaly at this order is the sum $(g_S^2I_S+g_P^2I_P)/(8\pi^2)$. The cross term $g_Sg_P$ multiplies $\gamma_5\sigma^{\mu\nu}q_\nu$, an electric dipole moment, and does not enter $F_2$.

## (f) Numbers

With $m=105.658$ MeV and $g=10^{-3}$, the prefactor is $g^2/(8\pi^2)=1.2665\times10^{-8}$. Multiplying it by the full integrals gives:

| $M$ | $a_S$ | $a_P$ | $a_V$ |
|---|---|---|---|
| 1 MeV | $1.864\times10^{-8}$ | $-6.328\times10^{-9}$ | $1.231\times10^{-8}$ |
| 100 MeV | $6.594\times10^{-9}$ | $-3.790\times10^{-9}$ | $2.804\times10^{-9}$ |
| 10 GeV | $1.122\times10^{-11}$ | $-1.028\times10^{-11}$ | $9.404\times10^{-13}$ |

At 1 MeV, $r=0.009464$ and $\pi r=0.02973$. The scalar expansion gives $1.5-0.02973=1.4703$, against $1.4715$ for the full integral. At 100 MeV, $r=0.946$, so neither expansion applies.

At 10 GeV, $r=94.645$ and $\ln r^2=9.1003$. The scalar expansion gives

$$
I_S\simeq\frac{9.1003-1.1667}{94.645^2}=8.857\times10^{-4},
$$

which is $0.034\%$ below the full integral, $8.860\times10^{-4}$. Of that value, $J=8.489\times10^{-4}$ comes from the internal mass term and $0.371\times10^{-4}$ from the rest.

For equal $g$ and $M=10$ GeV, the ratio $a_e/a_\mu$ is $5.48\times10^{-5}$ for S, $5.77\times10^{-5}$ for P and $2.34\times10^{-5}$ for V. The squared mass ratio is $2.34\times10^{-5}$. The vector follows it closely, while the scalar and pseudoscalar ratios are larger because $\ln(M^2/m^2)$ is larger for the electron.

The numerical check evaluates the four-dimensional loop integral with explicit Dirac matrices and no Feynman parameters. At $r=0.1$, 1 and 10 it agrees with all three formulas to within $10^{-6}$ in $I$.

## Computed results

```
Loop integral against parameter integral (dimensionless I)
  S r=  0.1: loop +1.2581104  parameter +1.2581104
  P r=  0.1: loop -0.4849280  parameter -0.4849280
  V r=  0.1: loop +0.7731824  parameter +0.7731824
  S r=  1.0: loop +0.5000000  parameter +0.5000000
  P r=  1.0: loop -0.2908004  parameter -0.2908004
  V r=  1.0: loop +0.2091996  parameter +0.2091996
  S r= 10.0: loop +0.0354740  parameter +0.0354740
  P r= 10.0: loop -0.0293494  parameter -0.0293494
  V r= 10.0: loop +0.0061246  parameter +0.0061246
Largest longitudinal vector term in F2 numerator: 2.8e-14
Muon mass: 105.6584 MeV
Electron mass: 0.510999 MeV
Coupling g: 1.0e-03   g^2/(8 pi^2): 1.26651e-08
Boson mass M = 1 MeV, r = M/m = 0.009464
  S: I = +1.471522e+00   a = +1.86370e-08
  P: I = -4.996702e-01   a = -6.32840e-09
  V: I = +9.718516e-01   a = +1.23086e-08
Boson mass M = 100 MeV, r = M/m = 0.946447
  S: I = +5.206315e-01   a = +6.59387e-09
  P: I = -2.992714e-01   a = -3.79032e-09
  V: I = +2.213600e-01   a = +2.80356e-09
Boson mass M = 10000 MeV, r = M/m = 94.644650
  S: I = +8.859816e-04   a = +1.12211e-11
  P: I = -8.117321e-04   a = -1.02807e-11
  V: I = +7.424959e-05   a = +9.40382e-13
Light expansion at M = 1 MeV (dimensionless I)
  S: expansion +1.470267  full +1.471522
  P: expansion -0.499583  full -0.499670
  V: expansion +0.970267  full +0.971852
Heavy expansion at M = 10 GeV, ln r^2 = 9.10026
  S: expansion +8.856818e-04  relative error -3.4e-04
  P: expansion -8.112572e-04  relative error -5.9e-04
  V: expansion +7.442462e-05  relative error +2.4e-03
Scalar, 10 GeV: internal mass-term part J = 8.488569e-04
Scalar, 10 GeV: remaining part I_V/2 = 3.712479e-05
(m_e/m_mu)^2 = 2.33901e-05
Ratio a_e/a_mu at equal g, M = 10 GeV
  S: 5.48092e-05
  P: 5.76781e-05
  V: 2.34452e-05
Massless vector with g = e: a = 1.1614097e-03
```
